Brightening of spin-forbidden dichalcogenide excitons by an in-plane magnetic field

**1. A case that can be seen through**

Take one valley of a monolayer and two excitons that share the same hole. In the bright exciton A the electron has the spin that permits recombination with emission of in-plane polarized light. In the dark exciton D it has the opposite spin. Let A lie an energy Δ above D, and take the energy of D as zero. A field along x in the plane acts on the electron spin through

H_Z = (g μB B/2) σ_x = b σ_x,  b = g μB B/2.

Since σ_x turns each spin into the other, the Hamiltonian in the order A, D is

H = | Δ  b |
    | b  0 |.

For small b the lower state is D with a little of A. Write it as |D'⟩ = |D⟩ + a|A⟩. The upper row of H|D'⟩ = E|D'⟩ reads Δa + b = Ea. Here E is of second order in b, so the right side is of third order, and

a = −b/Δ.

Only the A part has an in-plane dipole. The dipole amplitude of D' is therefore −b/Δ times that of A, and its square is (b/Δ)². The field lends the dark exciton a bright component; the in-plane light of D' comes entirely from the dipole that A already has.

What remains is to show that the excitons of a crystal reduce to this two-state problem, and to find what corrects it.

**2. Setting and assumptions**

Let c and v denote the conduction and valence bands near the corner K of the Brillouin zone, with spin ↑ or ↓ along the layer normal z. The upper valence band at K has spin ↑. The operators c†_{k↑} and so on create electrons, and |0⟩ is the state with filled valence and empty conduction bands. The excitons have zero total momentum:

|A⟩ = Σ_k φ_A(k) c†_{k↑} v_{k↑}|0⟩,
|D⟩ = Σ_k φ_D(k) c†_{k↓} v_{k↑}|0⟩.

The envelopes φ are normalized, Σ_k |φ(k)|² = 1. Set Δ = E_A − E_D, which may have either sign. P_X is the in-plane momentum element between exciton X and |0⟩, and the oscillator strength is

f_X = 2|P_X|²/(m0 E_X).

The assumptions are these.

(i) The layer is a mirror plane, and the band-edge orbitals are even under reflection in it.

(ii) Both spin states of a band have the same orbital, and the c and v orbitals at equal k are orthogonal. The field then acts as b σ_x within each band, with one g factor.

(iii) φ_A = φ_D.

(iv) The field is weak, b ≪ |Δ|.

(v) The B exciton, whose hole is in the lower valence band, lies far away: its distance Δh = E_B − E_D satisfies Δh ≫ |Δ|.

Assumptions (iii) to (v) are relaxed one at a time below.

**3. Two lemmas**

**Lemma 1.** At B = 0 the exciton D has no in-plane dipole.

Proof. Reflection in the layer is inversion followed by a rotation by π about z. Inversion leaves spin alone, and the rotation acts on it as exp(−iπσ_z/2) = −iσ_z. The even orbitals contribute a factor 1, so ↑ states have mirror eigenvalue −i and ↓ states +i. In-plane momentum is unchanged by the reflection and connects only states of equal eigenvalue. Recombination of D would connect c↓ with v↑, whose eigenvalues differ. The element is zero. ∎

The momentum component along z changes sign under the reflection, so the mirror does not forbid an out-of-plane dipole of D. That light has a different polarization and is considered in section 8.

**Lemma 2.** The field leaves |0⟩ unchanged. It couples D to A with element b, and D to the B exciton with element −b if the envelopes are equal.

Proof. In second-quantized form

H_Z = b Σ_k (c†_{k↑}c_{k↓} + c†_{k↓}c_{k↑} + v†_{k↑}v_{k↓} + v†_{k↓}v_{k↑}).

On |0⟩ the c terms vanish because there is no conduction electron to remove. The v terms vanish because each would put an electron into an occupied state.

Now act on one pair of D. For the electron flip, use c_{k↓}c†_{k↓} = 1 − c†_{k↓}c_{k↓} and the absence of other conduction electrons:

c†_{k↑}c_{k↓} c†_{k↓}v_{k↑}|0⟩ = c†_{k↑}v_{k↑}|0⟩.

This is a pair of A with a plus sign. Summing over k gives

⟨A|H_Z|D⟩ = bS,  S = Σ_k φ_A*(k)φ_D(k),

and S = 1 for equal envelopes.

For the hole flip, the product v†_{k↑}v_{k↓} contains two fermion operators, so it passes c†_{k↓} without a sign. Exchanging v†_{k↑} and v_{k↓} costs one sign:

v†_{k↑}v_{k↓} c†_{k↓}v_{k↑}|0⟩
= c†_{k↓} v†_{k↑}v_{k↓}v_{k↑}|0⟩
= −c†_{k↓} v_{k↓}v†_{k↑}v_{k↑}|0⟩
= −c†_{k↓}v_{k↓}|0⟩.

The last step uses v†_{k↑}v_{k↑}|0⟩ = |0⟩. The result is a pair of the B exciton with a minus sign. The remaining v terms again try to fill occupied states and give zero. ∎

**4. The theorem**

**Theorem.** Under assumptions (i) to (v), to leading order in the field,

|P_D(B)|²/|P_A(0)|² = (b/Δ)² = (g μB B)²/(4Δ²),

f_D(B)/f_A(0) = (E_A/E_D)(g μB B)²/(4Δ²).

Proof. First-order perturbation theory adds to |D⟩ each state |n⟩ coupled to it, with coefficient ⟨n|H_Z|D⟩/(E_D − E_n). Flipping the electron spin in D gives a ↑↑ pair state with envelope φ_D. By (iii) this is |A⟩ itself, so the other bright exciton levels, being orthogonal to A, are not reached. The B exciton is dropped by (v). With Lemma 2,

|D'⟩ = |D⟩ + b/(E_D − E_A) |A⟩ = |D⟩ − (b/Δ)|A⟩.

The final state of the recombination is still |0⟩, again by Lemma 2. By Lemma 1 the first term has no in-plane element. Hence

P_D = −(b/Δ)P_A,

and squaring gives the first claim. The second follows from the definition of f:

f_D/f_A = (|P_D|²/E_D)/(|P_A|²/E_A) = (E_A/E_D)(b/Δ)².

Field-induced changes of E_D are of order b² and would enter this ratio only at order b⁴. ∎

The amplitude is linear in B because one spin flip is needed, and the strength is quadratic because it is the square of that amplitude. The inverse-square dependence on Δ refers to a comparison at fixed P_A and fixed b; the factor E_A/E_D adds a weak further dependence.

**5. Stronger fields: the two-state problem solved**

Keep (i), (ii), (iii) and (v), drop (iv), and take Δ > 0. The eigenvalues of the matrix in section 1 obey

λ(λ − Δ) − b² = 0.

With R = √(Δ² + 4b²), the lower one is λ = (Δ − R)/2. The second row of the eigenvalue equation gives the ratio of A to D amplitudes as λ/b. The weight of A in this state is therefore

w = λ²/(λ² + b²).

Replace b² by λ² − Δλ and cancel one factor λ:

w = λ/(2λ − Δ) = (Δ − R)/(−2R) = ½(1 − Δ/R).

With x = b/Δ, Δ/R = (1 + 4x²)^(−1/2) = 1 − 2x² + 6x⁴ − …, so

w = x² − 3x⁴ + ….

The square law is thus too large by a fraction of about 3x². Similarly,

λ = (Δ/2)(1 − √(1 + 4x²)) ≈ −Δx² = −b²/Δ,

so D moves down, away from A. The two eigenvectors are orthonormal, hence the upper state has A weight 1 − w: in this model the bright exciton loses what the dark one gains. For Δ < 0 the same weight holds with |Δ| in place of Δ, and D moves up.

In the opposite limit, b ≫ |Δ| but still b ≪ Δh so that the hole spin stays fixed, w tends to ½. The electron spin then follows the field, and both states are equally bright. This range of b exists only if Δh exceeds |Δ| by orders of magnitude. For Δ = 40 meV and Δh = 470 meV the hole spin turns as well, and the dark strength peaks at about 0.23 near b = 69 meV. At b = Δ the formula gives ½(1 − 1/√5) = 0.276, where the square law would give 1.

**6. The hole spin also turns**

**Proposition 1.** If the B exciton is retained, with P_B = P_A and equal envelopes, then to leading order in b

|P_D|²/|P_A|² = (b/Δ)²(1 − Δ/Δh)².

Proof. By Lemma 2 the coefficient of the B exciton in D' is

−b/(E_D − E_B) = −b/(−Δh) = b/Δh.

A and B excitons of one valley emit in the same polarization, so their amplitudes are added before squaring:

P_D = −(b/Δ)P_A + (b/Δh)P_A = −(b/Δ)(1 − Δ/Δh)P_A. ∎

When D lies below A, Δ is positive and the two paths partly cancel. When D lies above A, Δ is negative and they reinforce each other. The cancellation has a simple picture for independent electrons, where Δ and Δh are the spin splittings of the two bands. If these were equal, the field would tilt the spins in both bands by the same angle. Opposite spins would stay opposite, and D would stay dark. Brightening requires a relative tilt.

**7. Unequal envelopes and two valleys**

**Which splitting enters.** The conduction bands belonging to A and D have different masses, so φ_A and φ_D differ. Let H_A be the Hamiltonian of the bright pair's relative motion, including its band offset. The admixed bright envelope χ obeys the first-order equation

(H_A − E_D)χ = −bφ_D.

If the interband element is independent of k, the dipole is proportional to Σ_k χ(k), which is the real-space envelope at zero electron-hole separation. Hence |P_D|/|P_A| = F|b/Δ|, with

F = Δ [(H_A − E_D)⁻¹φ_D](0)/φ_A(0).

Expanded in the bright levels φ_n of energy E_n, with overlaps S_n = ⟨φ_n|φ_D⟩, this is

F = Δ Σ_n S_n φ_n(0)/[(E_n − E_D)φ_A(0)],

where the sum includes the continuum. The lowest level contributes S, because its energy distance is the exciton splitting Δ. Equal envelopes leave this term alone and give F = 1.

The splitting Δ is not the spin splitting of the conduction band. It equals that band offset, plus the binding energy of D minus that of A, plus any electron-hole exchange energy that raises A.

**Proposition 2.** Let exchange split the dark excitons of the valleys K and K′ by δ ≪ |Δ|, while the bright pair stays degenerate. Each dark mixture then has relative strength close to (b/Δ)². The two emit linearly polarized light with perpendicular axes that turn with the field.

Proof. Label the valleys τ = +1 for K and −1 for K′. Time reversal exchanges both valley and spin. The bright excitons have emission vectors P_A e_τ with e_τ = (x̂ + iτŷ)/√2. For a field at angle φ to x, the spin coupling is

⟨A_τ|H_Z|D_τ⟩ = b e^(−iτφ).

Let the exchange element be ⟨D_K|H|D_K′⟩ = (δ/2)e^(iη), with a phase η that depends on how the basis states are defined. Its eigenstates are

|D_±⟩ = (e^(iη/2)|D_K⟩ ± e^(−iη/2)|D_K′⟩)/√2

at energies ±δ/2, and their distance from the bright pair is Δ ∓ δ/2. Set θ = φ − η/2. First-order mixing in each valley gives

P_± = −[b/(Δ ∓ δ/2)] P_A (e^(−iθ)e_K ± e^(iθ)e_K′)/√2.

Inserting e_τ, the last factor becomes

for D_+:  cos θ x̂ + sin θ ŷ,
for D_−:  i(−sin θ x̂ + cos θ ŷ).

Both are unit vectors of linear polarization, perpendicular to each other, and θ increases with φ at the same rate. The relative strengths are b²/(Δ ∓ δ/2)², which tend to (b/Δ)² as δ/Δ tends to zero. ∎

**8. Numbers for a tungsten-based monolayer**

Choose B = 30 T, g = 2, Δ = 40 meV, E_A = 1.72 eV and Δh = 470 meV. The coupling is b = μB B = 1.7365 meV, so

b/Δ = 1.7365/40 = 0.0434,
(b/Δ)² = 1.88 × 10⁻³.

The dark exciton acquires about 0.19% of the bright exciton's squared momentum element. Diagonalizing the pair states, with the B exciton moved far away, gives 1.873 × 10⁻³. This is 0.6% below the square law. Nearly all of the difference is the correction 3x² = 0.0057; the B exciton, kept at a distance of 100 eV in this calculation, adds slightly less than 0.1%. The bright exciton loses the same 1.873 × 10⁻³, and D shifts by −0.075 meV, in agreement with −b²/Δ. In this diagonalization the weak-field strength varies as the power 2.00 of the field and −2.00 of the splitting. At 60 T the square law gives 7.54 × 10⁻³ and the diagonalization 7.37 × 10⁻³, a difference of 2.3% of the former.

**Hole flip.** Here Δ/Δh = 40/470 = 0.085, and Proposition 1 predicts a factor (1 − 0.085)² = 0.837. Diagonalization gives 0.837 as well. With D above A by the same 40 meV, and Δh unchanged, the factor is 1.18. For these parameters this is the largest correction to the in-plane square law computed here for a layer that keeps its mirror plane.

**Envelopes.** The relative motion was solved with the Rytova-Keldysh potential for a screening length of 4.5 nm and a surrounding dielectric constant of 4.5. The masses were 0.35 m0 for the hole, 0.30 m0 for the bright electron and 0.40 m0 for the dark one. The binding energies are 144.8 meV for A and 156.0 meV for D. This model has no exchange, so a splitting of 40 meV requires a band offset of

40 − (156.0 − 144.8) = 28.8 meV.

The amplitude factor is F = 1.010. Since the lowest bright level contributes S ≤ 1, the excess over one comes from higher levels. A solution of the coupled bright and dark radial equations gives a strength of 1.91 × 10⁻³, 1.4% above the square law. Putting the band offset in the denominator would give 3.63 × 10⁻³, about 1.9 times the strength from the coupled equations. In this model the exciton splitting is clearly the right one to use. The value of F depends on the neglect of exchange: if 10 to 20 meV of the same 40 meV come from a short-range exchange repulsion in A, F rises to about 1.015 to 1.023.

**Combined estimate.** The photon-energy factor is E_A/E_D = 1.72/1.68 = 1.024. Adding the two amplitude paths, with the B-exciton path left at its equal-envelope value, gives

f_D/f_A ≈ 1.88 × 10⁻³ × (1.010 − 0.085)² × 1.024 ≈ 1.65 × 10⁻³.

This is 0.875 of the simple law. The third digit should not be trusted, since the B exciton has an envelope of its own. In the same potential, with a B-exciton hole mass between 0.35 m0 and 0.55 m0, the B path grows by a factor of 1.10 to 1.16. The estimate then falls by 2 to 3%, to about 1.6 × 10⁻³, or 0.85 to 0.86 of the simple law.

**Smaller effects.** For δ = 0.6 meV the dark mixtures have strengths 1.85 × 10⁻³ and 1.90 × 10⁻³; the lower one is weaker because it lies farther from A. The diamagnetic energy e²B²⟨z²⟩/(2m0), for an assumed rms electron thickness of 0.2 nm, is about 3 μeV, or about 11 μeV if an in-plane mass of 0.3 m0 replaces m0; both are negligible beside Δ.

**Temperature.** Suppose D lies below A and the two populations are in thermal equilibrium. Count emission by the squared in-plane element times the Boltzmann factor. Dark and bright emission are equal when x² exp(Δ/kB T) = 1, that is,

T = Δ/[kB ln(1/x²)] = 40 meV/(6.27 kB) = 74 K.

Below this temperature the weak dark line would be the stronger in emission, because its population outweighs its small dipole. This estimate counts the electron flip alone; the hole flip, which multiplies x² by 0.837, lowers the temperature to about 72 K. As a test, the thermal weight of the bright configuration was computed from the full two-state Hamiltonian. It is 1.993 times the Boltzmann factor of A alone, where two equal contributions would give 2. Without equilibrium, for instance if A recombines before it relaxes, this temperature has no direct meaning.

**The real case.** These parameters are rough typical values for a tungsten diselenide monolayer encapsulated in boron nitride, where the spin-forbidden exciton lies some tens of meV below the bright one. The strength is sensitive to Δ: at fixed b, a 10% error in it changes the strength by about 20%. An error of 10% in g has an effect of similar size. A measurement can depart from purely in-plane detection, since a lens of wide aperture also collects light from the out-of-plane dipole. If that dipole has a relative strength of 10⁻³, an assumed average over the two dark states, the square law equals it at about 22 T. At 30 T it would add about 53% to the square-law signal if both were collected equally. With the hole flip included, these values become about 24 T and 63%. A device may also lack the mirror plane. Losing the mirror is not enough by itself: a substrate or a perpendicular electric field keeps the threefold axis, and that axis still forbids an in-plane dipole of D at zero momentum. If the threefold axis is broken as well, D can have an in-plane amplitude a, relative to A, already at zero field. For real a along the same polarization the strength in one valley becomes

(a − x)² = x² − 2ax + a².

With x = 0.0434, an amplitude of a = ±0.01 changes the strength in that valley by −41% or +51%. If the device is symmetric under time reversal at zero field, a has the opposite sign relative to x in the other valley. With equal populations the linear terms then cancel in the sum over valleys. The mean strength is x² + a², here about 5% above x², and it does not vanish at zero field. With an exchange splitting of 0.6 meV the two dark states are mixtures of the valleys, and each has a strength close to this mean. The changes of −41% and +51% then appear in the two circular polarizations, summed over both states.

**Where the law stops.** Requiring 3x² to stay below 3% means b < 0.1|Δ|, or B below about 69 T for Δ = 40 meV and g = 2. For a material with |Δ| = 4 meV the same condition gives only about 7 T. A small splitting therefore makes brightening easy, but it also ends the quadratic regime early. The full set of computed values is in the numerical output below.

Numbers as computed

```
INPUTS (rough model values)
In-plane field: 30 T; g factor: 2
Bright-dark exciton splitting: 40 meV
Bright exciton energy: 1.72 eV
Dark exciton to B exciton: 470 meV
Dark-pair exchange splitting: 0.6 meV
Hole mass: 0.35 m0
Electron mass, bright and dark: 0.30, 0.40 m0
Surrounding dielectric constant: 4.5
Screening length: 4.5 nm
MAIN RESULT
Zeeman coupling b: 1.7365 meV
Mixing amplitude b/splitting: 0.04341
Relative strength, square law: 1.8847e-03
Relative strength, diagonalized: 1.8726e-03
Strength lost by bright exciton: 1.8726e-03
Dark level shift, diagonalized: -0.0753 meV
Power of field: 1.9997
Power of splitting: -2.0011
Strength when b = splitting: 0.2760 (square law: 1)
FIELD TABLE: field, square law, diagonalized
  5 T  5.235e-05  5.230e-05
 10 T  2.094e-04  2.091e-04
 20 T  8.376e-04  8.349e-04
 30 T  1.885e-03  1.873e-03
 60 T  7.539e-03  7.366e-03
NEGLECTED EFFECTS
B-exciton factor, dark below bright: 0.8374
B-exciton factor, dark above bright: 1.1768
Bright 1s binding energy: 144.8 meV
Dark 1s binding energy: 156.0 meV
Band offset in radial model: 28.8 meV
Envelope amplitude factor F: 1.0097
Strength, coupled radial problem: 1.9108e-03
Strength if band offset were used: 3.6269e-03
Photon-energy factor E_A/E_D: 1.0238
Combined oscillator-strength ratio: 1.6496e-03
Combined ratio over square law: 0.875
Dark-pair strengths: 1.8464e-03, 1.9024e-03
Assumed rms electron thickness: 0.2 nm
Diamagnetic energy: 3.17 micro-eV
Assumed out-of-plane relative strength: 1e-03
Field giving equal in-plane strength: 21.9 T
Equal-emission temperature: 74.0 K
Thermal total over bright part there: 1.993
```
